# Why Confinement Widens the Optical Gap of Very Thin Semiconductor Films

A semiconductor film between barriers that confine both its electrons and its holes has a wider optical gap than the bulk, and the widening falls as the film thickens. For a film of thickness $L$,

$$E_{\rm opt}(L)=E_g+E_e(L)+E_h(L)-B(L),$$

where $E_g$ is the bulk gap without electron–hole attraction, $E_e$ and $E_h$ are the confinement energies, and $B$ is the binding energy of the pair. Each confinement energy follows from a finite well of depth $V$:

$$E=V\cos^2x,\qquad x=x_0\cos x,\qquad x_0=\frac{L}{2}\frac{\sqrt{2mV}}{\hbar},\qquad 0<x<\frac{\pi}{2}.$$

The attraction reduces the widening but, in this model, cannot reverse it.

Confinement raises the electron level above the conduction-band edge. It also raises the energy of a hole, which on the electron energy scale means that the hole level moves down from the valence-band edge. The two levels move apart, so both energies add to the gap.

## The model and its ground level

Each carrier has one parabolic band, with an effective mass $m$ that is the same in all directions and in film and barrier. The interfaces are flat and abrupt, and the dielectric constant is uniform. The potential is zero for $|z|<L/2$ and $V$ outside, with $V=V_e$ for the electron and $V_h$ for the hole. Optical gap means the lowest energy of an electron–hole pair made by an allowed direct transition. Motion along the film costs extra energy, so the lowest level has no in-plane momentum.

The potential is symmetric and the ground state has no nodes, so its envelope function is even:

$$f(z)=\cos kz\quad(|z|<L/2),\qquad f(z)=\cos\!\left(\tfrac{kL}{2}\right)e^{-\kappa(|z|-L/2)}\quad(|z|>L/2).$$

The Schrödinger equation in the two regions gives

$$E=\frac{\hbar^2k^2}{2m},\qquad V-E=\frac{\hbar^2\kappa^2}{2m}.$$

The second line of $f$ already makes it continuous. With equal masses its slope must be continuous too. At $z=L/2$ this reads $-k\sin(kL/2)=-\kappa\cos(kL/2)$, or

$$k\tan\frac{kL}{2}=\kappa .$$

Define $x=kL/2$ and $k_0=\sqrt{2mV}/\hbar$. Adding the two energy relations gives $k^2+\kappa^2=k_0^2$. Since $\tan x=\kappa/k$,

$$\frac{1}{\cos^2x}=1+\frac{\kappa^2}{k^2}=\frac{k_0^2}{k^2},\qquad\text{so}\qquad k=k_0\cos x,\quad \kappa=k_0\sin x .$$

Multiplying the first result by $L/2$ gives $x=x_0\cos x$, and squaring it gives $E=V\cos^2x$.

The absence of nodes requires $x<\pi/2$. In that interval $x-x_0\cos x$ rises from $-x_0$ to $\pi/2$ with positive slope $1+x_0\sin x$, so it vanishes once. A symmetric well therefore has one such ground level at every thickness.

## What the confinement energy consists of

A localized envelope must bend, and bending costs kinetic energy. In a finite well the carrier can reduce this cost by spreading into the barriers, where it pays potential energy instead. The normalization integral separates the two costs.

The integral of $f^2$ inside the film is

$$\int_{-L/2}^{L/2}\cos^2kz\,dz=\frac L2+\frac{\sin kL}{2k}=\frac L2+\frac{\sin x\cos x}{k}=\frac L2+\frac{\sin^2x}{\kappa},$$

where the last step uses $k=\kappa\cos x/\sin x$. The two barriers together contribute $2\cos^2x/(2\kappa)=\cos^2x/\kappa$. The total is $L/2+1/\kappa$, and the probability of finding the carrier in the barriers is

$$P_{\rm out}=\frac{\cos^2x/\kappa}{L/2+1/\kappa}=\frac{E/V}{1+\kappa L/2}.$$

The mean potential energy is $VP_{\rm out}$. The rest is kinetic:

$$\frac{\langle T\rangle}{E}=1-\frac{VP_{\rm out}}{E}=\frac{\kappa L/2}{1+\kappa L/2}.$$

## The thickness trend

Differentiate $x=x_0\cos x$ with respect to $x_0$:

$$\frac{dx}{dx_0}=\cos x-x_0\sin x\,\frac{dx}{dx_0}\quad\Rightarrow\quad\frac{dx}{dx_0}=\frac{\cos x}{1+x_0\sin x}.$$

With $dE/dx=-2V\sin x\cos x$ and $dx_0/dL=k_0/2$, the chain rule gives

$$\frac{dE}{dL}=-\frac{V\cos^2x\;k_0\sin x}{1+x_0\sin x}=-\frac{E\kappa}{1+\kappa L/2}=-\frac{2E}{L+2/\kappa}.$$

Here $k_0\sin x=\kappa$ and $x_0\sin x=\kappa L/2$ were used. The slope is negative at every thickness. The local exponent of the trend is

$$-\frac{d\ln E}{d\ln L}=\frac{\kappa L}{1+\kappa L/2}=\frac{2\langle T\rangle}{E}<2 .$$

The link with kinetic energy has a direct reason. Stretch the well and its envelope together by a factor $s$. The kinetic energy becomes $\langle T\rangle/s^2$, while the barrier probability is unchanged. The stretched envelope is not the new ground state, but near $s=1$ its energy error is of second order in $s-1$, because the energy is stationary about the ground state. The first-order change is therefore $dE/d\ln L=-2\langle T\rangle$. The inverse-square law belongs to purely kinetic confinement, and barrier penetration weakens it.

**Thick films.** Set $y=\pi/2-x$, so that $\pi/2-y=x_0\sin y$. Because $\sin y<y$, it follows that $y>\pi/[2(1+x_0)]$, and hence

$$x<\frac{\pi}{2}\frac{x_0}{1+x_0}.$$

Now $E=V\cos^2x=Vx^2/x_0^2$, and $V=\hbar^2k_0^2/2m$. Therefore

$$E<\frac{\hbar^2k_0^2}{2m}\frac{\pi^2}{4(1+k_0L/2)^2}=\frac{\hbar^2\pi^2}{2m(L+2/k_0)^2}.$$

This bound holds at every thickness and becomes a good approximation for $x_0\gg1$. The film then acts like a hard-walled box widened by $1/k_0$ on each side. To find the error, keep the next term, $\sin y\approx y-y^3/6$. It raises $y$ by about $y^3/6$ with $y\approx\pi/[2(1+x_0)]$, and lowers $x\approx\pi/2$ by the same amount. Since $E\propto x^2$ at fixed $x_0$, the approximation is too high by the relative amount

$$\frac{2(y^3/6)}{\pi/2}=\frac{\pi^2}{12(1+x_0)^3}.$$

**Thin films.** For $x_0\ll1$ the root is $x\approx x_0$, and

$$E\approx V(1-x_0^2)=V-\frac{mV^2L^2}{2\hbar^2}.$$

The level approaches the barrier edge instead of diverging. Moreover $\kappa L/2=x_0\sin x\approx x_0^2$, so the kinetic share tends to zero and the carrier lives mostly in the barriers. The gap without attraction saturates at $E_g+V_e+V_h$, the gap of the barrier material. This is a limit of the model; an envelope function loses its meaning when the film is only a few atomic layers thick.

## Why the electron–hole attraction does not undo the shift

Light creates an electron and a hole that attract each other, and confining both in a film binds them at least as strongly as in the bulk. The binding does not keep rising as the film thins: once the carriers spread into the barriers it falls again, and in this model it returns towards the bulk value. A wider gap between single-carrier levels is therefore not yet a proof of a wider optical gap.

Let $\mathbf r$ be the electron–hole separation, with in-plane length $\rho$ and normal component $z=z_e-z_h$. Let $\mu$ be the reduced mass and $q=e^2/(4\pi\varepsilon_0\varepsilon)$. At zero total in-plane momentum the Hamiltonian, measured from $E_g$, is

$$H=-\frac{\hbar^2}{2m_e}\partial_{z_e}^2-\frac{\hbar^2}{2m_h}\partial_{z_h}^2-\frac{\hbar^2}{2\mu}\nabla_\rho^2-\frac qr+U_e(z_e)+U_h(z_h),$$

where $U_e$ and $U_h$ are the barrier potentials. Without them this is the bulk problem, whose lowest energy is $-R$, with

$$a=\frac{\hbar^2}{\mu q},\qquad R=\frac{\hbar^2}{2\mu a^2}=\frac{q}{2a}.$$

The bulk optical gap is thus $E_g-R$, and the shift to be explained is $\Delta=E_e+E_h-B+R$.

The barrier potentials are nowhere negative. In the ground state of the film the mean of the bulk part of $H$ is at least $-R$, and the mean of the barriers is positive because the state reaches into them. Hence $\Delta>0$. Next take the ground state of a thinner film as a trial state for a thicker one. The thicker film has lost some barrier and gained none, so the trial energy is lower than that of the thinner film, and the true energy is no higher than the trial energy. Hence $\Delta$ falls as $L$ grows. Both conclusions include the attraction in full.

The size of $B$ can be bounded as well. Since $r\ge\rho$, replacing $-q/r$ by $-q/\rho$ can only lower the energy. The problem then separates into two wells and two-dimensional hydrogen. For the latter, $g=e^{-2\rho/a}$ gives

$$-\frac{\hbar^2}{2\mu}\left(g''+\frac{g'}{\rho}\right)=-\frac{\hbar^2}{2\mu}\left(\frac4{a^2}-\frac2{a\rho}\right)g=\left(-4R+\frac q\rho\right)g .$$

The potential $-q/\rho$ cancels the last term, leaving energy $-4R$. As $g$ has no nodes, this is the ground state. Therefore $B\le4R$.

For a lower bound on $B$, use the trial function $f_e(z_e)f_h(z_h)g(r)$ with $g=e^{-r/a}$. For either carrier, with the prime denoting a derivative along its own coordinate,

$$\int [(fg)']^2=\int f^2g'^2+\int\left[ff'(g^2)'+f'^2g^2\right]=\int f^2g'^2-\int ff''g^2,$$

after integrating $ff'(g^2)'$ by parts. The last term, combined with the barrier potential, gives the level energy $E_e$ or $E_h$. The gradients of $g$ remain. Their normal parts add with weight $\hbar^2/2m_e+\hbar^2/2m_h=\hbar^2/2\mu$, the same as the in-plane part. As $|\nabla g|^2=g^2/a^2$, they contribute $R$, and with $q=2Ra$ the trial energy is

$$E_e+E_h+R\left(1-2a\left\langle\frac1r\right\rangle\right).$$

At fixed $z$, $\rho\,d\rho=r\,dr$, and the two integrals needed are

$$\int_{|z|}^\infty e^{-2r/a}dr=\frac a2e^{-2|z|/a},\qquad \int_{|z|}^\infty re^{-2r/a}dr=\frac a2\left(|z|+\frac a2\right)e^{-2|z|/a}.$$

Let $w(z)$ be the distribution of $z_e-z_h$ in the state $f_ef_h$. The ratio of the integrals, each averaged over $w$, is

$$\left\langle\frac1r\right\rangle=\frac{1}{\overline{|z|}+a/2},$$

where the bar denotes an average with weight $w(z)e^{-2|z|/a}$. For constant $w$ this average is $a/2$. In the film $w$ is symmetric and does not increase away from zero: each $f^2$ is a sum of centred uniform distributions, and two of these combine into a centred trapezoid. Such a $w$ favours small $|z|$. In formulas, $[w(s)-w(a/2)](s-a/2)\le0$ for all $s>0$, and averaging this with weight $e^{-2s/a}$, for which the mean of $s-a/2$ is zero, gives $\overline{|z|}\le a/2$. Hence $a\langle1/r\rangle\ge1$, the trial energy is at most $E_e+E_h-R$, and $B\ge R$. Altogether,

$$\max(0,\;E_e+E_h-3R)\le\Delta\le E_e+E_h .$$

## A film in numbers

Take round model parameters: $E_g=1.5$ eV, masses 0.2 and 0.5 of the free-electron mass for electron and hole, barriers $V_e=2.0$ eV and $V_h=1.5$ eV, and $\varepsilon=10$. Then $R=19.4$ meV, $a=3.70$ nm, and the bulk optical gap is 1.481 eV.

For the electron at $L=2$ nm, $1/k_0=0.3086$ nm gives $x_0=1/0.3086=3.240$. The root is $x=1.1936$, with $\cos x=0.3684$, and indeed $3.240\times0.3684=1.194$. The level is

$$E_e=2.0\times0.3684^2=0.271\ \text{eV}.$$

With $\kappa=3.012$ nm⁻¹, $\kappa L/2=3.012$. The kinetic share is $3.012/4.012=0.751$ and the local exponent is 1.50. Only 3.4% of the probability lies in the barriers, yet the potential energy paid there, $VP_{\rm out}$, is a quarter of the confinement energy, because the barrier is much higher than the level.

The hole adds 0.125 eV, and the binding energy is 46.5 meV, or $2.4R$. The optical gap is therefore

$$1.5+0.3959-0.0465=1.849\ \text{eV},$$

which is 0.369 eV above the bulk value. The bounds place this shift between 0.338 and 0.396 eV.

| $L$ (nm) | $E_e+E_h$ (eV) | $B$ (meV) | $E_{\rm opt}$ (eV) | $\Delta$ (eV) |
|---|---|---|---|---|
| 1 | 1.031 | 51.9 | 2.479 | 0.998 |
| 2 | 0.396 | 46.5 | 1.849 | 0.369 |
| 3 | 0.206 | 42.1 | 1.664 | 0.183 |
| 5 | 0.085 | 36.0 | 1.549 | 0.068 |
| 10 | 0.024 | 28.4 | 1.495 | 0.015 |

The 1 nm row shows how the model behaves and is not a prediction for a real film. Such a film is only a few atomic layers thick, and real bands are generally not parabolic so far from their edges. Non-parabolic bands can also matter, to a lesser degree, at 2 and 3 nm. The decimals in the table therefore describe the model, not the accuracy to expect for a real film.

Infinite walls would give $E_e+E_h=2.63$ eV at 1 nm, more than twice the finite-well value. At 10 nm they give 0.026 eV, about 12% too much. The widened-box formula does better. For the electron at 2 nm it gives $0.0381\pi^2/[0.2\,(2.617)^2]=0.2745$ eV, about 1.1% above the root, as the error estimate predicts.

At 10 nm the binding energy exceeds $E_e+E_h$, so the optical gap lies below $E_g=1.5$ eV. It is still above the bulk optical gap. A film's absorption onset has to be compared with the bulk onset, which contains the attraction too, and not with the bulk gap for separate carriers.

The optical shift also need not obey the limit on the exponent found for each level. From 5 to 10 nm, $\Delta$ falls by a factor of about 4.7, faster than the factor 4 of an inverse-square law. The reason is in $\Delta=(E_e+E_h)-(B-R)$. The first term falls by a factor of 3.6, while the extra binding $B-R$ falls from 16.6 to 9.0 meV, a factor of 1.8. Subtracting a term that decays more slowly makes the difference decay faster.

Thickness alone does not fix the shift. With both barriers reduced to 0.1 eV, the 2 nm film has $E_e+E_h=0.117$ eV instead of 0.396 eV. No thickness could take that sum above 0.2 eV, the sum of the barriers.

The levels were tested against direct diagonalization on a grid, with a largest relative difference of 0.11%. The binding energies come from diagonalizing the pair Hamiltonian in a finite basis, whose truncation makes them slightly too small; the shortfall is about 0.1 meV at 1 nm and smaller in the thicker films, so the last digit of $B$ is uncertain. At 10 nm, going from 6 to 8 subbands per carrier changes $B$ by 0.04 meV. The numerical output follows this text.

## Unequal barriers and the limits of the explanation

A deposited film often has a substrate on one side and another medium on the other. Let the barriers be $V_1<V_2$, with decay constants $\kappa_1$ and $\kappa_2$. The envelope inside is a cosine whose maximum lies at distances $d_1$ and $d_2$ from the walls. Matching at each wall gives $k\tan kd_i=\kappa_i$, and $d_1+d_2=L$ then requires

$$kL=\arctan\frac{\kappa_1}{k}+\arctan\frac{\kappa_2}{k}.$$

The right side falls as $k$ rises, so a larger $L$ still means a smaller $k$ and a lower level. But a bound level now needs a minimum thickness. At the threshold $E=V_1$, so $\kappa_1=0$ and $\kappa_2/k=\sqrt{(V_2-V_1)/V_1}$, which gives

$$L_{\min}=\frac{\hbar}{\sqrt{2mV_1}}\arctan\sqrt{\frac{V_2-V_1}{V_1}} .$$

In a thinner film the well alone does not hold the carrier, although the attraction of a partner still confined in the film can keep it nearby. For $V_1=V_2$ the minimum is zero, in agreement with the symmetric well.

The explanation fails more seriously if the neighbouring material offers one carrier a lower energy than the film does. The corresponding $U$ is then negative outside the film, and the proof that $\Delta>0$ no longer applies. A large enough energy gain draws that carrier out of the film, whereas for a small gain the attraction of its partner can keep it mostly inside, provided the film is well thicker than the pair radius $a$. In a film much thinner than $a$ the carrier stays near its partner but is mostly outside the film. The proof also assumed that each carrier has the same mass in film and barrier, and that the dielectric constant is uniform. A dielectric mismatch changes both the attraction and the energy of each carrier near an interface, so it alters the shift itself.

Strain, disorder, a composition that varies with thickness, and filling of the band by free carriers can also move an absorption edge. A wider measured gap in a thinner film is therefore consistent with confinement but does not prove it. A stronger case needs independently known thicknesses, masses, band offsets and dielectric constants, and a shift that follows the trend calculated from them, with the attraction included and nothing adjusted to fit.

## Values computed for the example and the checks

```
bulk single-particle gap Eg = 1.500 eV
masses: electron 0.2, hole 0.5, reduced 0.1429 m0
barriers: electron 2.0 eV, hole 1.5 eV; eps = 10.0
hbar^2/(2 m0) = 0.038100 eV nm^2
1/k0: electron 0.3086 nm, hole 0.2254 nm
bulk exciton: radius 3.704 nm, binding R = 19.44 meV
bulk optical gap = 1.4806 eV
barrier gap Eg+Ve+Vh = 5.000 eV
levels: Ee, Eh, sum, infinite-well sum (eV)
 L= 1.0 nm: 0.6829 0.3479 1.0308 2.6322
 L= 2.0 nm: 0.2714 0.1246 0.3959 0.6581
 L= 3.0 nm: 0.1431 0.0630 0.2061 0.2925
 L= 5.0 nm: 0.0595 0.0253 0.0848 0.1053
 L=10.0 nm: 0.0167 0.0069 0.0236 0.0263
barrier probability e, h; local exponent e, h (no unit)
 L= 1.0 nm: 0.1475 0.0788; 1.136 1.321
 L= 2.0 nm: 0.0338 0.0158; 1.502 1.619
 L= 3.0 nm: 0.0126 0.0056; 1.648 1.734
 L= 5.0 nm: 0.0033 0.0014; 1.777 1.833
 L=10.0 nm: 0.0005 0.0002; 1.883 1.914
exciton binding B, trial-function binding (meV)
 L= 1.0 nm: 51.9 46.7
 L= 2.0 nm: 46.5 42.8
 L= 3.0 nm: 42.1 39.3
 L= 5.0 nm: 36.0 34.1
 L=10.0 nm: 28.4 27.3
optical gap, its shift from bulk (eV)
 L= 1.0 nm: 2.479 0.998
 L= 2.0 nm: 1.849 0.369
 L= 3.0 nm: 1.664 0.183
 L= 5.0 nm: 1.549 0.068
 L=10.0 nm: 1.495 0.015
electron, L=2 nm: x0 = 3.2402, x = 1.1936
electron, L=2 nm: kappa = 3.0123 1/nm
control, L=2 nm, both barriers 0.1 eV: Ee+Eh = 0.1169 eV
largest relative grid-root level difference = 1.1e-03
binding change, 6 to 8 subbands, L=10 nm = 0.039 meV
direct trial binding, L=2 nm = 42.82 meV
numerical 2D exciton binding / R = 3.9944
```
